\section*{Landau-Zener Ion Survival in the Bond-Breaking Model of Secondary-Ion Emission}

\section{What dimensions fix}

An atom M leaves an ionic solid as the ion M$^+$ and leaves behind a cation vacancy that holds the electron. At some distance $R_c$ the energy of this ionic pair becomes equal to that of a neutral atom and a neutral vacancy. Near that point three quantities matter: the coupling energy $H$ between the two configurations, the difference $F$ of the slopes of their energies, and the outward speed $v$. The product $Fv$ is the rate at which the energy difference changes. Since $\hbar Fv$ has the dimension of energy squared, the single dimensionless combination is $H^2/(\hbar Fv)$, and the probability that the ion survives must have the form
\begin{equation}
P=f(\kappa),\qquad \kappa=\frac{H^2}{\hbar F v}.
\label{form}
\end{equation}
The argument presumes that the energy difference is linear in time wherever it matters, so that no further length or energy enters. It does not give $f$. Two derivations below lead to $f=e^{-2\pi\kappa}$: one follows the linear crossing, the other keeps the whole Coulomb curve and reaches this form in the limit of a slow atom and weak coupling.

Hartree atomic units are used from here on ($\hbar=e=m_e=4\pi\epsilon_0=1$), except in the worked example.

\section{The two states and their crossing}

Take as zero of energy the neutral atom far from the neutral vacancy. Ionizing the atom costs $I$, and placing the electron in the vacancy returns its electron affinity $A$. The separated ions therefore lie at $D=I-A$, taken positive. The ion and the vacancy of charge $-1$ attract each other, so the two diabatic energies, meaning the energies before coupling, are
\begin{equation}
U_i(R)=D-\frac1R,\qquad U_c(R)=0 .
\end{equation}
Short-range forces between the neutral partners are neglected. The curves cross where $D=1/R_c$, and the slope difference there is
\begin{equation}
R_c=\frac1D,\qquad F=\frac{d(U_i-U_c)}{dR}\bigg|_{R_c}=\frac1{R_c^2}=D^2 .
\label{slope}
\end{equation}
For $R<R_c$ the ionic state is the lower one, and for $R>R_c$ it is the upper one.

A constant coupling $H$ turns the crossing into an avoided one. With $u=U_i-U_c$, the adiabatic energies are $\tfrac12\left(u\pm\sqrt{u^2+4H^2}\right)$, and their gap at $R_c$ is $2H$. A slow atom stays on the lower adiabatic curve, takes its electron back and leaves neutral. The ion survives if the system jumps from the lower to the upper adiabatic curve, which is the same as staying on the ionic diabatic curve.

The nucleus is given a classical path $R(t)$. The ionic and covalent amplitudes then obey
\begin{equation}
i\dot a_i=u(R(t))\,a_i+Ha_c,\qquad i\dot a_c=Ha_i .
\label{tdse}
\end{equation}

\section{First derivation: the linear crossing}

Put $R=R_c+vt$ and keep the first term of $u$, so that $u=\lambda t$ with $\lambda=Fv$. The second of equations (\ref{tdse}) gives $a_i=i\dot a_c/H$. Inserted in the first, it gives $-\ddot a_c/H=i\lambda t\,\dot a_c/H+Ha_c$, or
\begin{equation}
\ddot a_c+i\lambda t\,\dot a_c+H^2a_c=0 .
\end{equation}
The coefficients are linear in $t$, so a Laplace integral $a_c=\int e^{-iEt}g(E)\,dE$ reduces this to a first-order equation. Each time derivative brings down $-iE$, hence
\begin{equation}
\int e^{-iEt}\left[H^2-E^2+\lambda tE\right]g\,dE=0 .
\end{equation}
Write $t\,e^{-iEt}=i\,d(e^{-iEt})/dE$ and integrate by parts. If the integrand vanishes at the ends of the contour, it suffices that
\begin{equation}
i\lambda\,(Eg)'=(H^2-E^2)\,g
\;\Rightarrow\;
\frac{(Eg)'}{Eg}=\frac{iE}{\lambda}-\frac{i\kappa}{E},
\qquad \kappa=\frac{H^2}{\lambda}.
\end{equation}
Therefore $Eg=e^{iE^2/2\lambda}E^{-i\kappa}$, and since $a_i=i\dot a_c/H$,
\begin{equation}
a_i(t)=\frac1H\int e^{-iEt+iE^2/2\lambda}\,E^{-i\kappa}\,dE .
\label{contour}
\end{equation}
The contour runs from $-e^{i\pi/4}\infty$ to $+e^{i\pi/4}\infty$, where $e^{iE^2/2\lambda}$ decays. The factor $E^{-i\kappa}$ has a branch point at $E=0$, and the contour must pass on one side of it. The initial condition decides which.

Let the cut run from $0$ to $-i\infty$ and the contour pass above $0$. The exponent in (\ref{contour}) is stationary at $E=\lambda t$. The line of steepest descent is $E=\lambda t+re^{i\pi/4}$, with $r$ real. For $t<0$ this line meets the imaginary axis at height $\lambda|t|$, above the branch point, so the contour can be moved onto it without touching the cut. The saddle is then the whole contribution. It has the ionic phase $e^{-i\lambda t^2/2}$, and its covalent part is smaller than its ionic part by the factor $H/(\lambda|t|)$. The system thus starts in the ionic state, as required. For $t>0$ the line meets the imaginary axis below $0$, and the contour becomes the saddle line plus a loop round the cut. The loop is the covalent amplitude that the crossing has created.

On the line of descent the exponential is $e^{-i\lambda t^2/2}e^{-r^2/2\lambda}$, which integrates to modulus $\sqrt{2\pi\lambda}$. The factor $E^{-i\kappa}$ varies slowly there at large $|t|$ and has modulus $e^{\kappa\arg E}$. Hence
\begin{equation}
|a_i(-\infty)|=\frac{\sqrt{2\pi\lambda}}{H}\,e^{\pi\kappa},\qquad
|a_i(+\infty)|=\frac{\sqrt{2\pi\lambda}}{H},
\end{equation}
because the saddle has moved from $\arg E=\pi$ to $\arg E=0$. The squared ratio is the survival probability. With the Coulomb slope (\ref{slope}),
\begin{equation}
P=e^{-2\pi\kappa}=\exp\!\left(-\frac{2\pi H^2}{vF}\right)
=\exp\!\left(-\frac{2\pi H^2R_c^2}{v}\right).
\label{LZ}
\end{equation}

First-order perturbation theory confirms the factor $2\pi$. For weak coupling $a_i\simeq e^{-i\lambda t^2/2}$, so the neutralized fraction is $H^2\left|\int e^{-i\lambda t^2/2}dt\right|^2=2\pi H^2/\lambda$, in agreement with $1-P\simeq2\pi\kappa$. In the opposite limit $\kappa\gg1$ the ion is neutralized almost completely.

With $v_0=2\pi H^2R_c^2$ the result reads $P=e^{-v_0/v}$. A distant crossing lowers the survival at fixed $H$ and $v$, because the Coulomb curve is flatter there and the levels stay close for longer. If $H$ itself falls off exponentially with $R_c$, the trend reverses once $R_c$ exceeds the decay length of $H$.

\section{Second derivation: the whole Coulomb curve}

Now let $u=D-s/R$ with $R=vt$ for all $t>0$. The strength $s$ is 1 for the bare attraction; it is kept for later use with a dielectric. With $\gamma=s/v$, eliminating $a_i$ as before gives
\begin{equation}
t\,\ddot a_c+i(Dt-\gamma)\,\dot a_c+H^2t\,a_c=0 .
\label{coul}
\end{equation}
Near $t=0$ one solution has $a_c$ constant and $a_i\to0$, a covalent start. The other follows from $t\ddot a_c=i\gamma\dot a_c$, so that $\dot a_c\propto t^{i\gamma}$ and $a_c\propto t^{1+i\gamma}$. It has $a_c\to0$ and constant $|a_i|$, which is the ionic start.

The same Laplace integral turns (\ref{coul}) into
\begin{equation}
i(Qg)'=\gamma E\,g,\qquad Q=E^2-DE-H^2=(E-E_+)(E-E_-),
\end{equation}
where $E_\pm=(D\pm W)/2$ and $W=\sqrt{D^2+4H^2}$. The zeros of $Q$ are the adiabatic energies at infinite distance. Define $\eta=D/W$ and $\gamma_\pm=\gamma(1\pm\eta)/2$, so that $\gamma_++\gamma_-=\gamma$. Since $E_+/W=(1+\eta)/2$ and $-E_-/W=(1-\eta)/2$, partial fractions give
\begin{equation}
\frac{(Qg)'}{Qg}=-\frac{i\gamma E}{Q}=-\frac{i\gamma_+}{E-E_+}-\frac{i\gamma_-}{E-E_-},
\end{equation}
\begin{equation}
g=(E-E_+)^{-1-i\gamma_+}(E-E_-)^{-1-i\gamma_-}.
\end{equation}
Take both cuts straight down, and let the contour come from $-i\infty$, pass round both branch points and return to $-i\infty$, where $e^{-iEt}$ decays. For $t\to0$ set $E=x/t$. Then $g\simeq E^{-2-i\gamma}$ and $a_c\propto t^{1+i\gamma}$, so this contour selects the ionic start.

For large $t$ the contour splits into one loop round each branch point. In the loop round $E_+$ put $E-E_+=iw/t$. Hankel's integral $\int e^ww^{-1-iy}dw=2\pi i/\Gamma(1+iy)$ and $|i^{-i\gamma_+}|=e^{\pi\gamma_+/2}$ give its modulus. The other factor of $g$ has argument $0$ there and modulus $1/W$. In the loop round $E_-$ the difference $E_--E_+$ has argument $\pi$, which brings an additional $e^{\pi\gamma_+}$. Thus
\begin{equation}
|C_+|=\frac{2\pi}{W}\frac{e^{\pi\gamma_+/2}}{|\Gamma(1+i\gamma_+)|},\qquad
|C_-|=\frac{2\pi}{W}\frac{e^{\pi\gamma_+}e^{\pi\gamma_-/2}}{|\Gamma(1+i\gamma_-)|}.
\end{equation}
These are the covalent components of the two adiabatic states. An eigenvector with energy $E$ obeys $Ha_i=Ea_c$, so its covalent weight is $H^2/(H^2+E^2)$. With $H^2=-E_+E_-$ this is $(1-\eta)/2$ for the upper state and $(1+\eta)/2$ for the lower one. Divide $|C_\pm|^2$ by these weights and use $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$. The prefactors cancel because $\gamma_+(1-\eta)=\gamma_-(1+\eta)$, which leaves
\begin{equation}
\frac{P_+}{P_-}=e^{-\pi\gamma}\,\frac{\sinh\pi\gamma_+}{\sinh\pi\gamma_-}.
\end{equation}
The populations add to 1. Writing out the exponentials shows that $e^{-\pi\gamma}\sinh\pi\gamma_++\sinh\pi\gamma_-=e^{-\pi\gamma_+}\sinh\pi\gamma$, and so
\begin{equation}
P_+=e^{-\pi\gamma_-}\,\frac{\sinh\pi\gamma_+}{\sinh\pi\gamma}.
\label{exact}
\end{equation}
This is exact for the Coulomb curve with constant $H$ and $v$.

An atom is slow on the atomic scale, so $\gamma\gg1$. Each hyperbolic sine becomes half an exponential, and $P_+\to e^{-2\pi\gamma_-}=e^{-\pi\gamma(1-\eta)}$. For $H\ll D$ the expansion $\eta=(1+4H^2/D^2)^{-1/2}=1-2H^2/D^2+6H^4/D^4-\dots$ gives
\begin{equation}
-\ln P_+=\frac{2\pi H^2s}{vD^2}\left(1-\frac{3H^2}{D^2}+\dots\right).
\label{corr}
\end{equation}
For $s=1$ the leading term is (\ref{LZ}), and the bracket holds the first effect of the curvature of the Coulomb curve.

\section{What each derivation assumes}

Both derivations assume two states, a classical path, an ionic start and one outward passage. They differ in what they demand of the rest of the path.

The first needs a straight energy difference, constant $H$ and constant $v$ only in and around the crossing zone, provided that any change farther out is gradual. The zone extends to about $2H/F$ on either side of $R_c$. For weak coupling its extent is set instead by the time $\lambda^{-1/2}$, that is, by the length $\sqrt{v/F}$. Relative to $R_c$ these lengths are $2H/D$ and $\sqrt v$, so the energy difference is nearly straight across the zone when $H\ll D$ and $\sqrt v\ll1$. The second condition is sufficient but not necessary for the survival probability: for weak coupling and $s=1$, equation (\ref{exact}) gives $-\ln P_+\simeq2\pi\kappa/(1-e^{-2\pi/v})$, which is close to (\ref{LZ}) even at $v=1$.

The second needs no straight line, but it holds $H$ and $v$ constant from contact to infinity. A real coupling vanishes at large $R$. The upper state in (\ref{exact}) therefore keeps a covalent admixture of about $H^2/D^2$ that a free ion does not have.

When the coupling is strong, the crossing zone is wide and the curvature of the Coulomb curve matters. For $D=1$, $H=0.5$, $v=0.5$ and $s=1$, direct numerical propagation of (\ref{tdse}) gives 0.159, as does (\ref{exact}), while (\ref{LZ}) gives 0.043. In the sudden limit $\gamma\to0$, equation (\ref{exact}) tends to $(1+\eta)/2$, the squared overlap of the ionic state with the upper adiabatic state, whereas (\ref{LZ}) tends to 1.

The first derivation also tells which speed to use when the ion slows down: the speed in the crossing zone. The ionic energy is $0$ at $R_c$ and $D$ at infinity, so an ion that ends with kinetic energy $E_f$ has
\begin{equation}
\tfrac12Mv^2=E_f+D
\label{speed}
\end{equation}
at the crossing. An ion with less than $D$ there turns back and meets the crossing again, and the one-passage formula no longer describes it. For motion oblique to the bond, $v$ is the component along $R$.

\section{Example: Sn$^+$ from SnO$_2$}

Treat the emission of Sn$^+$ from SnO$_2$ as the breaking of one effective bond, with a rough $I=7.3$ eV and chosen values $A=4.3$ eV and $H=0.10$ eV. Then $D=3.0$ eV, $R_c=0.480$ nm and $F=D/R_c=6.25$ eV/nm. For a final ion energy of 7 eV, equation (\ref{speed}) gives 10 eV at the crossing and $v=4.03$ km/s. With $\hbar=0.658$ eV\,fs restored,
\begin{equation}
v_0=\frac{2\pi H^2}{\hbar F}=\frac{2\pi(0.10\ \mathrm{eV})^2}{(0.658\ \mathrm{eV\,fs})(6.25\ \mathrm{eV/nm})}
=0.0153\ \frac{\mathrm{nm}}{\mathrm{fs}}=15.3\ \mathrm{km/s},
\end{equation}
so $v_0/v=3.79$ and $P=0.023$. At final energies of 2, 20 and 100 eV, with the other parameters fixed, $P$ is 0.0047, 0.082 and 0.31.

The crossing zone has a half-width of 0.032 nm, small beside $R_c$. Curvature lowers the exponent by 0.33\,\%, as (\ref{corr}) predicts with $3H^2/D^2=1/300$, and $P$ changes from 0.0226 to 0.0229. Propagation along the path of the slowing ion gives 0.0230. Using the final speed in (\ref{LZ}) instead of the speed at the crossing would give 0.0108, about half. The de Broglie wavelength of the atom, $8\times10^{-4}$ nm, is far below the width of the zone, which supports the classical path.

The coupling matters far more. At the same final energy, $H=0.05$ eV gives $P=0.39$ and $H=0.20$ eV gives $3\times10^{-7}$, because $H^2$ stands in the exponent.

\section{Where the model meets the real oxide}

\textit{Coupling that varies with distance.} The tail of a valence orbital bound by $I$ falls off over $1/\sqrt{2I}=0.072$ nm. If $H$ decays at this rate and equals 0.10 eV at $R_c$, it changes by a factor $e^{0.064/0.072}\simeq2.4$ across the full zone. At short distance this coupling mixes the two configurations strongly, so the propagation starts in the lower adiabatic state instead of the purely ionic one. At constant $v$ it gives $P\simeq0.05$, about twice the constant-coupling value. The vacancy orbital, bound by $A$, has a longer tail, $1/\sqrt{2A}=0.094$ nm; a coupling that decays at that rate gives $P\simeq0.04$. Both values rest on the choice of the starting state: with a sudden, purely ionic start between 0.16 and 0.26 nm, $P$ oscillates strongly with the starting distance, roughly between 0.08 and 0.55 for the shorter tail and between 0.02 and 0.3 for the longer one. For these numbers the constancy of $H$ is a much poorer approximation than the linearity of the energies.

\textit{Several hole levels.} The neutral vacancy carries a hole, which may occupy several levels $e_k$. The ionic curve crosses level $k$ where $D-1/R=e_k$, with slope $(D-e_k)^2$. This requires $e_k<D$; a level above $D$ is never crossed and is left out of the sum below. If the crossings are well separated, the ion must survive each in turn, and at constant $v$ the exponents add:
\begin{equation}
-\ln P=\frac{2\pi}{v}\sum_k\frac{H_k^2}{(D-e_k)^2}.
\end{equation}
Two levels at $\pm1$ eV that share the same total $H^2$ multiply the exponent by $\tfrac12\left[(3/2)^2+(3/4)^2\right]=1.41$; propagation at constant $v$ gives $P=0.0050$. An ion that slows down passes each crossing at a different speed, which lowers $P$ to 0.0042. For degenerate levels, one combination of them carries the root of the summed $H_k^2$ and the others decouple, so the exponents again add. Two such levels, each with the full $H$, give $P=5\times10^{-4}$.

In an oxide the hole can also move away. With a hopping energy of 1 eV it does so in about $\hbar/(1\ \mathrm{eV})=0.66$ fs, against a nominal flight time $R_c/v=119$ fs. This holds only if the level of the hole at the vacancy lies within the band of the surrounding oxide, and a sharp, localized covalent level is then doubtful. A hole bound to the vacancy, with its level well below the band, stays whatever the hopping energy: for the chain described next, with the band moved to lie between 4 and 8 eV and a bound level at zero, propagation gives $P\simeq0.026$, close to the single-level value. If the hole can leave along a simple chain with this hopping energy, its levels form a band 4 eV wide. With the band centred at zero energy and the coupling $H$ to the first site only, propagation at constant $v$ gives $P\simeq0.003$. The bands of a real oxide need their own calculation.

\textit{Dielectric screening.} Let the vacancy charge lie in the surface plane of a solid with dielectric constant $\epsilon$. Its field is radial and equal in size on both sides, so Gauss's law, $2\pi R^2(1+\epsilon)\mathcal E=4\pi$, gives the attraction $-2/[(\epsilon+1)R]$. The ion also polarizes the surface. With $\beta=(\epsilon-1)/(\epsilon+1)$, continuity of the normal displacement gives a bound charge density of size $\beta R/[2\pi(\rho^2+R^2)^{3/2}]$ at distance $\rho$ from the foot of the normal. It pulls the ion back with the force
\begin{equation}
\beta R^2\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+R^2)^3}=\frac{\beta}{4R^2},
\end{equation}
whose energy is $-\beta/(4R)$. Together,
\begin{equation}
s=\frac{2}{\epsilon+1}+\frac{\epsilon-1}{4(\epsilon+1)} .
\end{equation}
A rough electronic value $\epsilon=4$ gives $s=0.55$. With $D$ and $H$ held fixed, the crossing moves in to 0.264 nm and $P$ rises to 0.12. This is only an indication. The distance is close to a bond length, where a continuum with a sharp surface is doubtful, and the ion needs about 65 fs to cover it, long enough for the lattice to respond too, which would lower $s$ further. Moreover, a coupling with the orbital tail used above would reach 2.0 eV at that distance. This is comparable with $D$, so the condition $H\ll D$ fails and (\ref{LZ}) no longer applies. Propagation from the lower adiabatic state with that coupling gives $P$ below $10^{-9}$, so whether screening raises or lowers the survival depends on how $H$ grows as the crossing moves in.

\textit{The real case.} Tin in SnO$_2$ is formally Sn$^{4+}$ and is bound to several oxygen neighbours, so a single bond with one electron to transfer is a strong simplification. The affinity of the vacancy and the coupling are not well known. Both were chosen here, the affinity so as to place the crossing outside the bonding region. A final energy of several eV is reasonable for a sputtered particle. The changes found in this section, such as a factor of about 2 for the decaying coupling and about 40 for two full-strength levels, and the still larger effect of doubling $H$ show that $P=0.023$ is a value of the model and not a predicted ion yield. A plot of $\ln P$ against $1/v$, with $v$ taken from (\ref{speed}), is a straight line in the model as long as $H$, $D$ and the emission geometry stay the same. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
EXAMPLE: Sn+ from SnO2, one effective bond
ionization energy I (rough) = 7.30 eV
vacancy affinity A (chosen) = 4.30 eV
coupling H (chosen) = 0.100 eV
atomic mass = 118.71 u
D = I - A = 3.000 eV = 0.11025 hartree
crossing distance R_c = 0.4800 nm = 9.070 bohr
slope difference F = 6.250 eV/nm
half-width of crossing zone 2H/F = 0.0320 nm
final ion energy = 7.00 eV
kinetic energy at crossing = 10.00 eV
speed at crossing v = 4.0318 km/s = 1.8430e-03 a.u.
characteristic speed v0 = 15.273 km/s
exponent v0/v = 3.7881
Landau-Zener survival P = 0.02264
TABLE: final energy, crossing speed, survival
  2 eV, 2.851 km/s, P = 0.00471
  7 eV, 4.032 km/s, P = 0.02264
  20 eV, 6.115 km/s, P = 0.08227
  50 eV, 9.282 km/s, P = 0.19293
  100 eV, 12.940 km/s, P = 0.30718
P for H = 0.05 eV, final energy 7 eV = 3.879e-01
P for H = 0.20 eV, final energy 7 eV = 2.627e-07
CHECKS AND NEGLECTED EFFECTS (final energy 7 eV)
P, propagated, Coulomb curve, constant v = 0.02293
P, exact Coulomb formula = 0.02293
relative change of exponent by curvature = -0.332 %
P, propagated, slowing ion = 0.02296
P, propagated, slowing ion, final 2 eV = 0.00482
P if detector speed is wrongly used = 0.01081
decay length of coupling = 0.0722 nm
P, propagated, decaying coupling = 0.05050
P, hole levels at -1 and +1 eV, same total H^2 = 0.00499
P, two degenerate hole levels, each with H = 5.386e-04
time R_c/v = 119.0 fs
hole hopping time hbar/(1 eV) = 0.658 fs
de Broglie wavelength at crossing = 8.34e-04 nm
dielectric constant (rough) = 4.0
screened Coulomb strength s = 0.550
screened crossing distance = 0.2640 nm
P, screened, same H = 0.12450
decaying coupling at screened crossing = 1.988 eV
STRONG-COUPLING TESTS (D = 1): propagated, exact, Landau-Zener
  P = 0.15877, 0.15877, 0.04321
  P = 0.79037, 0.79038, 0.75371
  P = 0.57920, 0.57920, 0.45390
\end{verbatim}
